\section*{Stability and Frequency Shift of the Verlet Harmonic Oscillator}

\section{Choosing the time step}

Before a first-principles molecular dynamics run begins, a time step $h$ must be chosen. Each step costs a new electronic-structure calculation, so a long step is cheap. The fastest vibration limits how long it can be. Beyond a certain step the trajectory blows up, and well before that point the vibration already appears at too high a frequency. For a harmonic vibration integrated with the Verlet method, both effects can be calculated in closed form.

Let the true motion obey
\begin{equation}
\ddot x=-\omega^2x,\qquad \omega>0,
\label{eq:osc}
\end{equation}
where $x$ is the displacement from equilibrium. The step $h>0$ is fixed and rounding errors are neglected. The results depend on the dimensionless product
\begin{equation}
s=\omega h .
\end{equation}
Two statements will be shown. The numerical motion is bounded for every starting condition if and only if $s<2$. In that range it oscillates at a frequency $\Omega$ given by
\begin{equation}
\sin\frac{\Omega h}{2}=\frac{\omega h}{2},
\label{eq:main}
\end{equation}
which exceeds $\omega$ by a relative amount $s^2/24$ to leading order in small $s$.

\section{The recursion}

Expand the position one step forward and one step back:
\begin{equation}
x(t\pm h)=x(t)\pm h\dot x(t)+\frac{h^2}{2}\ddot x(t)\pm\frac{h^3}{6}\dddot x(t)+O(h^4).
\end{equation}
The odd terms cancel in the sum. Dropping the $O(h^4)$ remainder and writing $x_n$ for the numerical position at time $nh$ gives the Verlet rule
\begin{equation}
x_{n+1}-2x_n+x_{n-1}=h^2a_n=-s^2x_n,
\label{eq:rec}
\end{equation}
where $a_n=-\omega^2x_n$ is the acceleration.

The rule can also be written in velocity form:
\begin{align}
x_{n+1}&=x_n+hv_n+\tfrac12h^2a_n, \label{eq:vx}\\
v_{n+1}&=v_n+\tfrac12h(a_n+a_{n+1}). \label{eq:vv}
\end{align}
It produces the same positions. To see this, subtract from \eqref{eq:vx} the same equation written one step earlier, then insert $v_n-v_{n-1}=\tfrac12h(a_{n-1}+a_n)$:
\begin{align}
x_{n+1}-2x_n+x_{n-1}
&=h(v_n-v_{n-1})+\tfrac12h^2(a_n-a_{n-1})\nonumber\\
&=\tfrac12h^2(a_{n-1}+a_n)+\tfrac12h^2(a_n-a_{n-1})=h^2a_n .
\end{align}
Adding the two position equations instead gives
\begin{align}
x_{n+1}-x_{n-1}&=h(v_n+v_{n-1})+\tfrac12h^2(a_n+a_{n-1})\nonumber\\
&=2hv_n,
\label{eq:vel}
\end{align}
because $v_{n-1}=v_n-\tfrac12h(a_{n-1}+a_n)$. The velocity is thus a centred difference of positions.

\section{When the motion is bounded}

Equation \eqref{eq:rec} is linear with constant coefficients, so we try $x_n=z^n$. Dividing by $z^{n-1}$ leaves
\begin{equation}
z^2-(2-s^2)z+1=0.
\label{eq:quad}
\end{equation}
The product of the roots is 1 and their sum is $2-s^2$. The discriminant is
\begin{equation}
(2-s^2)^2-4=s^4-4s^2=s^2(s^2-4).
\end{equation}

For $0<s<2$ it is negative. The roots are then distinct complex conjugates, $z$ and $z^*$, and their product is $|z|^2=1$. Both lie on the unit circle. The general solution is $x_n=Cz^n+C^*(z^*)^n$ for real positions; two distinct roots suffice to match any given $x_0$ and $x_1$. Hence $|x_n|\le2|C|$ for all $n$, and the motion is bounded.

For $s\ge2$ there are starts that grow without limit, as shown in Section~\ref{sec:unstable}. This completes the stability condition $\omega h<2$.

\section{The numerical frequency}

For $0<s<2$ write the roots as $z=e^{\pm i\Omega h}$. Their sum gives
\begin{equation}
2\cos(\Omega h)=2-s^2 .
\end{equation}
With $1-\cos\theta=2\sin^2(\theta/2)$ this becomes
\begin{equation}
s^2=2\left[1-\cos(\Omega h)\right]=4\sin^2\frac{\Omega h}{2}.
\end{equation}

A convention is needed here. Samples taken at intervals $h$ cannot distinguish the angle $\Omega h$ from $2\pi-\Omega h$, or from either angle plus a multiple of $2\pi$. We take $0<\Omega h<\pi$, the branch that joins continuously to $\Omega=\omega$ as $h\to0$. The sine of $\Omega h/2$ is then positive, and the positive square root gives \eqref{eq:main}, or
\begin{equation}
\Omega=\frac{2}{h}\arcsin\frac{\omega h}{2}.
\label{eq:Omega}
\end{equation}

The amplitude follows from the initial data. Put $x_n=x_0\cos(n\Omega h)+B\sin(n\Omega h)$. Equation \eqref{eq:vel} at $n=0$ gives $v_0=B\sin(\Omega h)/h$. Since
\begin{equation}
\sin(\Omega h)=2\sin\frac{\Omega h}{2}\cos\frac{\Omega h}{2}
=s\sqrt{1-s^2/4},
\end{equation}
we find
\begin{equation}
B=\frac{v_0}{\omega\sqrt{1-s^2/4}} .
\end{equation}
Near the limit a modest initial velocity therefore produces a large, though still bounded, displacement.

\section{Size and sign of the shift}

Set $u=s/2$. The binomial series
\begin{equation}
\frac{d}{du}\arcsin u=(1-u^2)^{-1/2}=1+\frac{u^2}{2}+\frac{3u^4}{8}+\cdots
\end{equation}
converges for $|u|<1$, and all its coefficients are positive. Integrate from zero and divide by $u$:
\begin{align}
\frac{\Omega}{\omega}=\frac{\arcsin u}{u}
&=1+\frac{u^2}{6}+\frac{3u^4}{40}+\cdots\nonumber\\
&=1+\frac{s^2}{24}+\frac{3s^4}{640}+\cdots .
\label{eq:series}
\end{align}
The leading relative shift is $(\omega h)^2/24$. Because every correction is positive, the shift is towards higher frequency at every stable step, and the leading term underestimates it.

The sign has a simple origin. For a sinusoid of frequency $\Omega$, the second difference is
\begin{equation}
\frac{x_{n+1}-2x_n+x_{n-1}}{h^2}
=-\frac{4}{h^2}\sin^2\!\frac{\Omega h}{2}\;x_n .
\end{equation}
Since $\sin y<y$ for $y>0$, the factor multiplying $-x_n$ is smaller than $\Omega^2$. The finite difference underestimates the curvature of the oscillation. To match the acceleration $-\omega^2x_n$ supplied by the force, the numerical motion must oscillate faster than $\omega$.

As $s\to2$ from below, $\Omega h\to\pi$ and $\Omega/\omega\to\pi/2$. The motion then has two samples per numerical period, and the frequency is about 57\% too high. Stability is therefore a much weaker demand than accuracy.

\section{At and above the limit}
\label{sec:unstable}

At $s=2$, equation \eqref{eq:quad} has the double root $z=-1$. Besides $(-1)^n$, the sequence $n(-1)^n$ solves the recursion $x_{n+1}+2x_n+x_{n-1}=0$, because
\begin{equation}
(-1)^{n+1}\left[(n+1)-2n+(n-1)\right]=0 .
\end{equation}
The first step \eqref{eq:vx} gives $x_1=x_0+hv_0-2x_0=-x_0+hv_0$, which fixes the combination:
\begin{equation}
x_n=(-1)^n(x_0-nhv_0).
\end{equation}
A start with $v_0\ne0$ grows linearly. A start at rest merely alternates in sign.

For $s>2$ the roots are real and distinct. Their product is 1 and their sum is below $-2$, so they can be written $-e^{\kappa}$ and $-e^{-\kappa}$ with $\kappa>0$. The sum gives $2\cosh\kappa=s^2-2$. Using $\cosh\kappa=2\cosh^2(\kappa/2)-1$,
\begin{equation}
\cosh\frac{\kappa}{2}=\frac{s}{2}.
\end{equation}
The solution with given initial data is
\begin{equation}
x_n=(-1)^n\left[x_0\cosh(n\kappa)-\frac{hv_0}{\sinh\kappa}\sinh(n\kappa)\right],
\label{eq:grow}
\end{equation}
where the second coefficient again follows from \eqref{eq:vel} at $n=0$. The displacement changes sign at each late step and grows by a factor approaching $e^\kappa$. The exception is the special line of starts $x_0=hv_0/\sinh\kappa$, for which the growing part cancels. Any departure from that line grows.

\section{Why a drift-free energy does not rule out the shift}

The recursion has a conserved quantity. Let $v_{n+1/2}=(x_{n+1}-x_n)/h$. Equations \eqref{eq:vx} and \eqref{eq:vv} give
\begin{align}
v_n&=v_{n+1/2}+\tfrac12h\omega^2x_n,\\
v_{n+1}&=v_{n+1/2}-\tfrac12h\omega^2x_{n+1}.
\end{align}
Their difference and sum are
\begin{align}
v_{n+1}-v_n&=-\tfrac12h\omega^2(x_{n+1}+x_n),\\
v_{n+1}+v_n&=\frac{2}{h}\left(1-\frac{s^2}{4}\right)(x_{n+1}-x_n).
\end{align}
Multiplying these two lines gives
\begin{equation}
v_{n+1}^2-v_n^2=-\omega^2\left(1-\frac{s^2}{4}\right)(x_{n+1}^2-x_n^2),
\end{equation}
so that
\begin{equation}
I=v_n^2+\omega^2\left(1-\frac{s^2}{4}\right)x_n^2
\end{equation}
is the same at every step. Its level curves in the $(x,v)$ plane are ellipses for $s<2$, which confine the motion. At $s=2$ they open into parallel lines (for $I>0$), and above it they are hyperbolas for $I\ne0$.

The ordinary energy per unit mass is
\begin{equation}
\frac12\left(v_n^2+\omega^2x_n^2\right)=\frac{I}{2}+\frac{\omega^2s^2}{8}x_n^2 .
\end{equation}
For $s<2$ it fluctuates with $x_n^2$ but has no long-term drift. Since $0\le\omega^2(1-s^2/4)x_n^2\le I$, it stays between $I/2$ and $I/[2(1-s^2/4)]$, a band whose width is $s^2/4$ of its upper edge. The absence of drift therefore holds at every stable step and does not rule out a frequency error. It is the size of the fluctuation, not the drift, that depends on $s$.

The map is also symplectic, which for one coordinate means that it preserves area in the $(x,v)$ plane. Inserting \eqref{eq:vx} into \eqref{eq:vv} gives the one-step matrix
\begin{equation}
M=\begin{pmatrix}1-s^2/2&h\\-\omega^2h(1-s^2/4)&1-s^2/2\end{pmatrix},
\end{equation}
with
\begin{equation}
\det M=\left(1-\frac{s^2}{2}\right)^2+s^2\left(1-\frac{s^2}{4}\right)=1 .
\end{equation}
This holds for every $s$, including unstable steps: stretching along one direction is compensated by contraction along another. Symplecticity by itself does not guarantee stability.

\section{Worked example: the N$_2$ stretch}

The vibration of N$_2$ is fast enough to make the time step matter. Its forces are computed here by restricted Hartree--Fock theory in the cc-pVDZ basis, with classical nuclei. This level leaves out electron correlation and uses a finite basis, so its frequency is a reference within the model, not a measured value. The digits given below belong to this basis. Going to cc-pVQZ shortens the bond by 0.012~\AA, lowers the frequency by about 1\% to $2729~\mathrm{cm^{-1}}$ and raises the limiting step to 3.89~fs. Adding correlation at the CCSD(T) level in cc-pVDZ lowers the frequency to about $2340~\mathrm{cm^{-1}}$.

Let both atoms have mass $m$, and let $F$ be the force along the bond on the second atom; the first feels $-F$. Subtracting their Verlet equations gives
\begin{equation}
r_{n+1}-2r_n+r_{n-1}=h^2\left(\frac{F}{m}+\frac{F}{m}\right)=\frac{h^2F}{m/2}.
\end{equation}
The bond length $r$ thus follows the Verlet rule with reduced mass $\mu=m/2$. For small displacements $F=-k(r-r_{\rm e})$, and $\omega=\sqrt{k/\mu}$.

The calculation gives $r_{\rm e}=1.077$~\AA\ and $k=2.016$ hartree/bohr$^2$. With $m=14.007$~u, conversion of units yields $\omega=0.5195$~rad/fs, or $2757.9~\mathrm{cm^{-1}}$. The period and limiting step are
\begin{equation}
\frac{2\pi}{\omega}=12.09~\mathrm{fs},\qquad
h_{\max}=\frac{2}{\omega}=\frac{2}{0.5195}~\mathrm{fs}=3.85~\mathrm{fs}.
\end{equation}

At $h=1$~fs, $s=0.5195$. The first two terms of the shift are
\begin{equation}
\frac{0.5195^2}{24}+\frac{3(0.5195)^4}{640}
=0.01125+0.00034=0.0116 .
\end{equation}
This is 1.16\% of $\omega$, or $0.0116\times2757.9~\mathrm{cm^{-1}}=32~\mathrm{cm^{-1}}$. Other steps give the following shifts, with percentages relative to $\omega$.

\begin{center}
\begin{tabular}{cccc}
$h$ (fs) & $s$ & full shift (\%) & $s^2/24$ (\%)\\
0.5 & 0.260 & 0.28 & 0.28\\
1.0 & 0.519 & 1.16 & 1.12\\
2.0 & 1.039 & 5.15 & 4.50\\
3.0 & 1.558 & 14.7 & 10.1\\
3.5 & 1.818 & 25.5 & 13.8
\end{tabular}
\end{center}

The leading formula serves well at 1~fs, but misses almost half of the shift at 3.5~fs.

The numerical check also runs trajectories with a new Hartree--Fock force at every step. At 1~fs, with an initial displacement of 0.005~bohr, the fitted shift is 1.164\%, against 1.160\% from \eqref{eq:Omega}. The fit used a single sinusoid over 26 steps, about two periods. The small positive remainder is a bias of this short fit, which leaves out the weak second harmonic of the motion. The anharmonic change of the frequency itself has the opposite sign, because the bond softens with amplitude, and is about $-0.002$ percentage points at this displacement.

Short runs started at rest from $10^{-4}$~bohr show the two sides of the harmonic limit. At 3.5~fs the displacement does not exceed its initial size during 12 steps, to the printed accuracy. At 4~fs, $s=2.078$ and $\kappa=2\,\mathrm{arcosh}(1.039)=0.557$. Equation \eqref{eq:grow} then predicts
\begin{equation}
\frac{x_6}{x_0}=\cosh(6\kappa)=14.1,
\end{equation}
and the Hartree--Fock trajectory gives 14.15.

\section{Using the result}

If a relative shift $\varepsilon\ll1$ is acceptable, the leading term gives
\begin{equation}
h\simeq\frac{\sqrt{24\,\varepsilon}}{\omega}.
\end{equation}
For $\varepsilon=0.01$ this means $s=0.49$, or about $2\pi/0.49\simeq13$ steps per period. For the N$_2$ model it gives $h=0.94$~fs. When a harmonic frequency $\Omega$ has been measured from a stable trajectory, the shift can instead be removed with
\begin{equation}
\omega=\frac{2}{h}\sin\frac{\Omega h}{2}.
\end{equation}

A small relative shift still accumulates in phase. The numerical N$_2$ vibration at 1~fs gains a full cycle after $1/0.0116\simeq86$ true periods, about 1~ps. The fundamental lines of a spectrum can be corrected for this. An overtone at $2\Omega$ carries the same relative shift as its fundamental, and the sine formula must not be applied to it directly: at 1~fs it would place the N$_2$ overtone 3.4\% too low. In any case, a comparison of positions at the same late time cannot rely on the small size of the frequency error.

In a system with several harmonic vibrations, mass-weighted normal coordinates separate both the equations of motion and the Verlet recursion. Each vibration then has its own $s$, and the highest frequency sets the stability limit. A real bond is not harmonic, and $\omega h<2$ at the minimum does not prove stability. This matters for large amplitudes, and also for small ones when the numerical period is close to three or four steps, that is, near $s=\sqrt3$ ($\Omega h=2\pi/3$) or $s=\sqrt2$ ($\Omega h=\pi/2$), where the anharmonic force acts in resonance with the step. On the Hartree--Fock curve of N$_2$ at $h=\sqrt3/\omega=3.334$~fs, a start from 0.005~bohr grows past 0.17~bohr in about 160 steps. A start of thermal size at 300~K, 0.022~bohr, does so within 50 steps at 3.30 and 3.36~fs, and in about 700 steps at $h=\sqrt2/\omega=2.72$~fs. All of these steps lie below $h_{\max}$. The derivation also assumes that the force depends on the current positions alone. Incompletely converged electronic states can violate that assumption, and their errors must be controlled separately.

\section*{Numbers as computed}
\begin{verbatim}
Oscillator: s, Omega/omega by sign count, by arcsine law (no unit)
  0.5  1.0107  1.0107
  1.0  1.0472  1.0472
  1.5  1.1307  1.1307
  1.9  1.3192  1.3192
Measured s^2 coefficient: 0.041667; 1/24 = 0.041667
Measured s^4 coefficient: 0.004694; 3/640 = 0.004687
s = 1.99: largest |x| = 3.1658, bound = 3.1658 (start x = 1, v = 0.3, omega = 1)
s = 2.00: |x| after 100 steps = 59.00 (same start)
s = 2.01: growth factor per step = 1.22130, |x| after 200 steps = 2.311e+17 (same start)
N2, restricted Hartree-Fock, cc-pVDZ
  average atomic mass: 14.0070 u
  equilibrium bond length: 1.0773 angstrom
  force constant from forces: 2.01589 hartree/bohr^2
  force constant from energies: 2.01661 hartree/bohr^2
  omega: 0.51949 rad/fs
  harmonic wavenumber: 2757.9 cm^-1
  period: 12.095 fs
  limiting time step 2/omega: 3.850 fs
  h (fs), s, exact shift (%), s^2/24 (%), exact shift (cm^-1)
  0.5  0.2597  0.283  0.281  7.8
  1.0  0.5195  1.160  1.124  32.0
  2.0  1.0390  5.152  4.498  142.1
  3.0  1.5585  14.657  10.120  404.2
  3.5  1.8182  25.524  13.775  703.9
  trajectory at 1 fs: start displacement 0.005 bohr, 26 steps
  fitted shift: 1.164 %, fitted wavenumber: 2790.0 cm^-1
  3.5 fs, 12 steps: largest |x|/|x_0| = 1.000
  4.0 fs: s = 2.0780, start 0.0001 bohr
  4.0 fs, 6 steps: x_6/x_0 = 14.15, harmonic law = 14.13
\end{verbatim}
